# Periodic Cell Size and the Exact Depinning Force of an Elastic Wall: test program

```python
"""
Exact depinning force of an elastic wall on a finite disordered lattice.

Energy: E(h) = sum_i [ k/2 (h[i+1]-h[i])^2 + V_i(h[i]) - f h[i] ],
h[i] integer heights on a closed chain of L segments, V_i periodic with
period M, k stiffness, f driving energy per one-step advance.
Threshold a_i(h): the force above which advancing segment i lowers E.
Result under test: f_c = max over h of min over i of a_i(h) is the largest
record of min_i a_i met in one forward pass in which segments with
a_i <= record advance, until every segment has moved by one period M.
All energies are integers, so the comparisons are exact.
"""
import itertools
import random
import numpy as np
from scipy import constants


def thresholds(h, V, k):
    L, M = V.shape
    sites = np.arange(L)
    rise = V[sites, (h + 1) % M] - V[sites, h % M]
    laplacian = np.roll(h, 1) + np.roll(h, -1) - 2 * h
    return k + rise - k * laplacian


def depinning_force(V, k, start, travel=None, trace=None):
    """Return record force, configuration holding it, total advances."""
    travel = V.shape[1] if travel is None else travel
    h = start.copy()
    record, critical = None, None
    while True:
        a = thresholds(h, V, k)
        if record is None or a.min() > record:
            record, critical = int(a.min()), h.copy()
        if trace is not None:
            trace.append((h.copy(), a.copy(), record))
        if (h - start).min() >= travel:
            return record, critical, int((h - start).sum())
        h = h + (a <= record)


def advance_at_fixed_force(V, k, f, start):
    h = start.copy()
    while True:
        moving = thresholds(h, V, k) < f
        if not moving.any():
            return h
        h = h + moving


def zero_force_energy_doubled(h, V, k):
    """Twice the energy at f = 0 for rows of configurations."""
    L, M = V.shape
    elastic = k * ((np.roll(h, -1, axis=1) - h) ** 2).sum(axis=1)
    return elastic + 2 * V[np.arange(L), h % M].sum(axis=1)


def enumerate_walls(V, k):
    """All shapes that can block a force f >= 0, with their blocking force
    from full energy differences."""
    L, M = V.shape
    largest_rise = int((np.roll(V, -1, axis=1) - V).max())
    reach = (L - 1) * ((k + largest_rise) // k)
    slopes = np.array(list(itertools.product(range(-reach, reach + 1),
                                             repeat=L - 1)))
    slopes = slopes[np.abs(slopes.sum(axis=1)) <= reach]
    shape = np.hstack([np.zeros((len(slopes), 1), dtype=int),
                       np.cumsum(slopes, axis=1)])
    walls = np.vstack([shape + first for first in range(M)])
    base = zero_force_energy_doubled(walls, V, k)
    blocking = None
    for i in range(L):
        moved = walls.copy()
        moved[:, i] += 1
        cost = (zero_force_energy_doubled(moved, V, k) - base) // 2
        blocking = cost if blocking is None else np.minimum(blocking, cost)
    return walls, blocking


def energy_descent(V, k, f, start, directions, rng, travel=None):
    """Random sequential single steps, accepted only if E falls strictly.
    Returns final heights, number of advances, number of retreats."""
    L, M = V.shape
    table = V.tolist()
    h = [int(x) for x in start]
    origin = list(h)
    count = {1: 0, -1: 0}
    order = list(range(L))

    def local_energy_doubled(i, x):
        left, right = h[i - 1], h[(i + 1) % L]
        return (k * ((x - left) ** 2 + (x - right) ** 2)
                + 2 * table[i][x % M] - 2 * f * x)

    while True:
        rng.shuffle(order)
        moved = False
        for i in order:
            for s in directions:
                if (local_energy_doubled(i, h[i] + s)
                        < local_energy_doubled(i, h[i])):
                    h[i] += s
                    count[s] += 1
                    moved = True
                    break
        if not moved:
            break
        if travel is not None and min(x - y for x, y in zip(h, origin)) >= travel:
            break
    return np.array(h), count[1], count[-1]


# ---- small random samples against complete enumeration -------------------
rng = np.random.default_rng(11)
k_small, L_small, M_small = 10000, 4, 5
samples, too_early_wrong = 30, 0
for _ in range(samples):
    V = rng.integers(0, 20001, size=(L_small, M_small))
    walls, blocking = enumerate_walls(V, k_small)
    exact = int(blocking.max())
    flat = np.zeros(L_small, dtype=int)
    rough = rng.integers(-6, 7, size=L_small)
    assert exact >= 0
    assert depinning_force(V, k_small, flat)[0] == exact
    assert depinning_force(V, k_small, rough)[0] == exact
    # a pass shorter than one period can only underestimate
    early = depinning_force(V, k_small, flat, travel=M_small // 2)[0]
    assert early <= exact
    too_early_wrong += early < exact
    # fixed force: the end point is the least blocking wall above the start
    for f in (exact // 2, exact):
        blockers = walls[blocking >= f]
        shift = -((blockers - rough).min(axis=1) // M_small)
        least = (blockers + M_small * shift[:, None]).min(axis=0)
        assert np.array_equal(advance_at_fixed_force(V, k_small, f, rough), least)
assert too_early_wrong > 0

# ---- clean wall: only the lattice barrier remains ------------------------
clean = depinning_force(np.zeros((8, 5), dtype=int), 10000,
                        rng.integers(0, 6, size=8))[0]
assert clean == 10000

# ---- three-segment wall traced by hand -----------------------------------
V_hand = np.array([[0, 14, 6, 18], [9, 2, 16, 5], [12, 7, 0, 15]])
k_hand = 6
trace = []
f_hand, h_hand, _ = depinning_force(V_hand, k_hand, np.zeros(3, dtype=int),
                                    trace=trace)
assert f_hand == enumerate_walls(V_hand, k_hand)[1].max()
print("Small wall: L = 3, M = 4, k =", k_hand, "meV")
for i in range(3):
    print(f"  V_{i}(0..3) in meV:", V_hand[i].tolist())
print("  heights | thresholds a_i (meV) | record (meV)")
for h, a, record in trace:
    print("  ", h.tolist(), "|", a.tolist(), "|", record)
print("  f_c =", f_hand, "meV at heights", h_hand.tolist())
print(f"Enumeration: {samples} samples agree (L = {L_small}, M = {M_small})")
print(f"  wrong if stopped after {M_small // 2} steps: {too_early_wrong} samples")
print(f"Clean wall, k = 10 meV: f_c = {clean / 1000:.3f} meV")

# ---- larger model wall, energies in micro-eV -----------------------------
L, M, k, V_max = 64, 64, 10000, 40000
rng = np.random.default_rng(2024)
V = rng.integers(0, V_max + 1, size=(L, M))
flat = np.zeros(L, dtype=int)
f_c, critical, total_advances = depinning_force(V, k, flat)
rough = rng.integers(0, 6, size=L)
assert depinning_force(V, k, rough)[0] == f_c
largest_rises = (np.roll(V, -1, axis=1) - V).max(axis=1)
upper_bound = k + largest_rises.sum() / L
assert f_c <= upper_bound
width = int(critical.max() - critical.min())
advances_to_find = int(critical.sum())
advance_limit = L * (M - 1 + width)
assert advances_to_find <= advance_limit

# energy descent with retreats allowed, at f_c and 1 micro-eV above it
walker = random.Random(5)
relaxed, _, early_retreats = energy_descent(V, k, f_c, rough, (-1,), walker)
assert early_retreats > 0
rest, advances_rest, retreats_rest = energy_descent(
    V, k, f_c, relaxed, (1, -1), walker)
assert retreats_rest == 0
assert thresholds(rest, V, k).min() == f_c
relaxed_up, _, _ = energy_descent(V, k, f_c + 1, rough, (-1,), walker)
running, advances_run, retreats_run = energy_descent(
    V, k, f_c + 1, relaxed_up, (1, -1), walker, travel=3 * M)
assert retreats_run == 0
assert (running - relaxed_up).min() >= 3 * M

polarization = 0.5                      # C/m^2, round model value
swept_volume = 1e-9 * 1e-9 * 10e-9      # m^3, per one-step advance
field = f_c * 1e-6 * constants.e / (2 * polarization * swept_volume)

print(f"Model wall: L = {L}, M = {M}, k = {k / 1000:.0f} meV, "
      f"V from 0 to {V_max / 1000:.0f} meV")
print(f"  flat start, smallest threshold = "
      f"{thresholds(flat, V, k).min() / 1000:.3f} meV")
print(f"  depinning force f_c = {f_c / 1000:.3f} meV per advance")
print(f"  upper bound from summed thresholds = {upper_bound / 1000:.3f} meV")
print(f"  height range W of critical wall = {width} steps")
print(f"  rms width of critical wall = {critical.std():.2f} steps")
print(f"  advances until f_c is found = {advances_to_find}")
print(f"  limit L(M-1+W) = {advance_limit}")
print(f"  advances in the whole pass = {total_advances}")
print(f"  descent at f_c: initial retreats = {early_retreats}, then "
      f"{advances_rest} advances, {retreats_rest} retreats, rest")
print(f"  descent at f_c + 0.001 meV: {advances_run} advances, "
      f"{retreats_run} retreats, every segment moved >= {3 * M} steps")
print(f"  P = {polarization} C/m^2, swept volume = "
      f"{swept_volume * 1e27:.0f} nm^3")
print(f"  depinning field = {field / 1e6:.4f} MV/m")

# ---- dependence on the transverse period ---------------------------------
print("Sample average of f_c, L = 32, 30 samples, same k and V range:")
means = []
for period in (8, 32, 128):
    forces = []
    for _ in range(30):
        V = rng.integers(0, V_max + 1, size=(32, period))
        forces.append(depinning_force(V, k, np.zeros(32, dtype=int))[0] / 1000)
    means.append(np.mean(forces))
    error = np.std(forces, ddof=1) / np.sqrt(len(forces))
    print(f"  M = {period}: {means[-1]:.2f} meV, standard error {error:.2f} meV")
assert means[-1] > means[0]

print("OK")
```

It prints:

```
Small wall: L = 3, M = 4, k = 6 meV
  V_0(0..3) in meV: [0, 14, 6, 18]
  V_1(0..3) in meV: [9, 2, 16, 5]
  V_2(0..3) in meV: [12, 7, 0, 15]
  heights | thresholds a_i (meV) | record (meV)
   [0, 0, 0] | [20, -1, 1] | -1
   [0, 1, 0] | [14, 32, -5] | -1
   [0, 1, 1] | [8, 26, 5] | 5
   [0, 1, 2] | [2, 20, 39] | 5
   [1, 1, 2] | [-8, 14, 33] | 5
   [2, 1, 2] | [24, 8, 27] | 8
   [2, 2, 2] | [18, -5, 21] | 8
   [2, 3, 2] | [12, 22, 15] | 12
   [3, 3, 2] | [-6, 16, 9] | 12
   [4, 3, 3] | [32, 4, -3] | 12
   [4, 4, 4] | [20, -1, 1] | 12
  f_c = 12 meV at heights [2, 3, 2]
Enumeration: 30 samples agree (L = 4, M = 5)
  wrong if stopped after 2 steps: 10 samples
Clean wall, k = 10 meV: f_c = 10.000 meV
Model wall: L = 64, M = 64, k = 10 meV, V from 0 to 40 meV
  flat start, smallest threshold = -17.501 meV
  depinning force f_c = 18.763 meV per advance
  upper bound from summed thresholds = 44.220 meV
  height range W of critical wall = 30 steps
  rms width of critical wall = 10.33 steps
  advances until f_c is found = 2270
  limit L(M-1+W) = 5952
  advances in the whole pass = 5099
  descent at f_c: initial retreats = 36, then 2148 advances, 0 retreats, rest
  descent at f_c + 0.001 meV: 13340 advances, 0 retreats, every segment moved >= 192 steps
  P = 0.5 C/m^2, swept volume = 10 nm^3
  depinning field = 0.3006 MV/m
Sample average of f_c, L = 32, 30 samples, same k and V range:
  M = 8: 16.75 meV, standard error 0.25 meV
  M = 32: 18.63 meV, standard error 0.19 meV
  M = 128: 19.26 meV, standard error 0.13 meV
OK
```
